\section*{Optimal Even-Tempered s Gaussians for Hydrogen and the Schmidt–Ruedenberg Rule}

\section{Problem}

A hydrogen atom has a fixed point nucleus and is treated without relativity. Its Hamiltonian is
\begin{equation}
H=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{4\pi\varepsilon_0 r}.
\end{equation}
The ground state is approximated by a linear combination of $n$ s Gaussians whose exponents form a geometric, or even-tempered, sequence
\begin{equation}
\zeta_k=\alpha\beta^k,\qquad k=0,\dots,n-1,\qquad \beta>1 .
\end{equation}
The linear coefficients, $\alpha$ and $\beta$ are chosen to minimize the energy. The Schmidt--Ruedenberg rule for the ratio reads
\begin{equation}
\ln\ln\beta=b\ln n+b' .\label{rule}
\end{equation}
Find the optimal $\alpha$ and $\beta$ for $n=2,\dots,12$. Does the rule hold, how much energy is lost by relying on it, and can its slope $b$ be understood?

Let $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)$. Then $e^2/(4\pi\varepsilon_0a_0)=E_h$ as well, so measuring $r$ in $a_0$ gives $H=E_h(-\tfrac12\nabla^2-1/r)$. Below, energies are in $E_h$ and exponents in $a_0^{-2}$. The exact ground state is $\psi=e^{-r}$, up to normalization, with $E_0=-\tfrac12$. The error is $\Delta E=E-E_0$, and $h=\ln\beta$ is the spacing of the logarithms of the exponents.

\section{First estimate by scaling}

\subsection{The exact state as an integral over Gaussians}

For $A,B>0$ consider
\begin{equation}
J(A,B)=\int_0^\infty s^{-3/2}e^{-A/s-Bs}\,ds
=2\int_0^\infty e^{-At^2-B/t^2}\,dt,
\end{equation}
where $t=s^{-1/2}$. The exponent is $-(\sqrt A\,t-\sqrt B/t)^2-2\sqrt{AB}$. The substitution $t\to\sqrt{B/A}/t$ leaves the square unchanged and replaces $dt$ by $\sqrt{B/A}\,dt/t^2$. Averaging the two forms of the integral gives
\begin{equation}
J=e^{-2\sqrt{AB}}\int_0^\infty\Bigl(1+\frac{\sqrt{B/A}}{t^2}\Bigr)
e^{-(\sqrt A t-\sqrt B/t)^2}dt
=\sqrt{\frac{\pi}{A}}\,e^{-2\sqrt{AB}} .\label{J}
\end{equation}
The last step uses $v=\sqrt A\,t-\sqrt B/t$, for which $dv=\sqrt A\,(1+\sqrt{B/A}/t^2)\,dt$ and $v$ runs over the whole real line. With $A=\tfrac14$, $B=r^2$ and $s=e^u$,
\begin{equation}
e^{-r}=\int_{-\infty}^{\infty}F(u)\,du,\qquad
F(u)=\frac{1}{2\sqrt\pi}\,e^{-u/2-e^{-u}/4-e^{u}r^2}.\label{rep}
\end{equation}
The trapezoidal rule with step $h$ turns this integral into a sum of Gaussians with exponents $e^{u_0+kh}$, which is an even-tempered expansion. A finite sum has two faults: its points are spaced, and its range is cut off.

Let $\varphi=\psi+\delta$ be a trial function. Since $(H-E_0)\psi=0$,
\begin{equation}
\Delta E=\frac{\langle\delta|H-E_0|\delta\rangle}{\langle\varphi|\varphi\rangle}.\label{quad}
\end{equation}
The energy error is quadratic in $\delta$. Because $H-E_0$ is non-negative, the Cauchy--Schwarz inequality bounds the cross term between the two faults, and their energies may be estimated separately.

\subsection{Error from the spacing}

Poisson summation states
\begin{equation}
h\sum_kF(u_0+kh)=\sum_m e^{-2\pi imu_0/h}\,\hat F(2\pi m/h),\qquad
\hat F(\omega)=\int F(u)e^{i\omega u}du .
\end{equation}
The term $m=0$ is $e^{-r}$, and the others are the error. For $\omega>0$, move the contour to $u+i\theta$ with $0<\theta<\pi/2$. The factor $e^{i\omega u}$ then contributes $e^{-\omega\theta}$, and both exponentials $e^{\pm u}$ in $F$ acquire the real factor $\cos\theta$. Equation (\ref{J}) with $A=\tfrac14\cos\theta$ and $B=r^2\cos\theta$ gives
\begin{equation}
|\hat F(\omega)|\le \frac{e^{-\omega\theta}}{\sqrt{\cos\theta}}\,e^{-r\cos\theta}.\label{bound}
\end{equation}
The same bound holds for $|\partial_r\hat F|$. Differentiation brings down $-2re^u$, so the integral becomes $\int s^{-1/2}e^{-A/s-Bs}ds$. Under $s\to1/s$ this is $J(B,A)=\sqrt\pi\,e^{-r\cos\theta}/(r\sqrt{\cos\theta})$, and the factor $1/r$ cancels the $r$.

Choosing $\theta=\pi/2-1/\omega$ makes (\ref{bound}) proportional to $e^{-\pi\omega/2}$ times powers of $\omega$. The first harmonics, $m=\pm1$, have $|\omega|=2\pi/h$, so $\delta$ is at most of order $e^{-\pi^2/h}$. At the nucleus this rate is attained. For $r=0$ the substitution $t=e^{-u}/4$ gives $\hat F(\omega)=4^{-i\omega}\,\Gamma(\tfrac12-i\omega)/\sqrt\pi$, and the reflection formula $\Gamma(\tfrac12-i\omega)\Gamma(\tfrac12+i\omega)=\pi/\cosh\pi\omega$ gives $|\hat F(\omega)|=1/\sqrt{\cosh\pi\omega}$. The two first harmonics then have the amplitude $2/\sqrt{\cosh(2\pi^2/h)}$, which is $1.463\times10^{-4}$ at $h=1$, in agreement with the largest error of the trapezoidal sum over lattice positions. That the energy also follows this rate, and does not merely lie below it, is assumed here and examined numerically later. By (\ref{quad}),
\begin{equation}
\Delta E_{\rm spacing}\sim e^{-2\pi^2/h}\quad\text{up to powers of }h.\label{spacing}
\end{equation}

\subsection{Error from the missing large exponents}

Suppose the integral stops at $u=U$, so that the largest exponent is about $e^U$. For large $U$ the factor $e^{-e^{-u}/4}$ is close to one in the missing part. Setting $u=U+v$,
\begin{equation}
\delta(r)\approx-e^{-U/2}f(x),\quad x=e^{U/2}r,\quad
f(x)=\frac1{2\sqrt\pi}\int_0^\infty e^{-v/2-e^vx^2}dv .
\end{equation}
Hence $d\delta/dr=-f'(x)$, and the kinetic energy of $\delta$ is
\begin{equation}
\tfrac12\int|\nabla\delta|^2d^3r
=2\pi e^{-3U/2}\int_0^\infty x^2f'(x)^2dx .\label{cusp}
\end{equation}
The potential energy of $\delta$ scales as $e^{-U}e^{-U}=e^{-2U}$ and its norm as $e^{-U}e^{-3U/2}=e^{-5U/2}$, so both are smaller. The missing functions would have built the cusp of $e^{-r}$ at the nucleus. For a state without a cusp the power $-3/2$ would not apply.

\subsection{Balance}

At the small-exponent end the weight contains $e^{-1/(4\alpha)}$, so cutting the integral off there, with its weights left unchanged, costs about $e^{-1/(2\alpha)}$ in energy. Variational coefficients lose much less: at the optimum for $n=12$ found below, $\alpha=0.0663$ and $e^{-1/(2\alpha)}\approx5\times10^{-4}$, while the whole error is $1.06\times10^{-6}$. The estimate therefore gives a sufficient size of $1/\alpha$, not the optimal one. If the total error falls as $e^{-C\sqrt n}$, it suffices that $1/\alpha$ grows as $\sqrt n$. Then $\ln\alpha$ changes only logarithmically, and to leading order $U=\ln\alpha+(n-1)h\approx nh$.

A larger $h$ raises the spacing error and lowers the cut-off error. The larger of the two exponentials governs the sum, so the best $h$ lies where their exponents agree:
\begin{equation}
\frac{2\pi^2}{h}=\frac{3nh}{2}\quad\Longrightarrow\quad
h=\ln\beta\approx\frac{2\pi}{\sqrt{3n}},\qquad
\ln\Delta E\approx-\pi\sqrt{3n}.\label{estimate}
\end{equation}
This has the form (\ref{rule}) with $b=-\tfrac12$ and $b'=\ln(2\pi/\sqrt3)=1.289$. It is a leading-order estimate from trapezoidal coefficients. The variational coefficients can only lower the energy at given exponents, and it has not been proved here that they leave the optimal $h$ unchanged to leading order.

\section{Variational solution}

\subsection{Matrix elements}

The normalized functions are $(2a/\pi)^{3/4}e^{-ar^2}$. For exponents $a,b$ put $p=a+b$. Since $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$,
\begin{equation}
S_{ab}=\Bigl(\frac{4ab}{\pi^2}\Bigr)^{3/4}\Bigl(\frac{\pi}{p}\Bigr)^{3/2}
=\Bigl(\frac{2\sqrt{ab}}{a+b}\Bigr)^{3/2}.
\end{equation}
The kinetic energy is half the integral of the product of gradients. That product is $4abr^2$ times the product of the functions, and the mean of $r^2$ with weight $e^{-pr^2}$ is $3/(2p)$. For the potential, $\int e^{-pr^2}r^{-1}d^3r=2\pi/p$, which is $2\sqrt{p/\pi}$ times $(\pi/p)^{3/2}$. Therefore
\begin{equation}
T_{ab}=\frac{3ab}{a+b}S_{ab},\qquad
V_{ab}=-2\sqrt{\frac{a+b}{\pi}}\,S_{ab}.
\end{equation}

\subsection{Conditions for the optimum}

The coefficients satisfy $(T+V)c=ESc$, with $c^{T}Sc=1$. When a parameter $q$ of the exponents changes, the change of $c$ does not contribute to first order, because $E$ is stationary in $c$. Thus
\begin{equation}
\frac{\partial E}{\partial q}=c^{T}\Bigl(\frac{\partial (T+V)}{\partial q}-E\frac{\partial S}{\partial q}\Bigr)c .
\end{equation}
For $q=\ln\alpha$ all exponents scale together. Then $S$ is constant, $T$ scales as $\alpha$ and $V$ as $\sqrt\alpha$, so the condition is the virial theorem, $\langle T\rangle+\tfrac12\langle V\rangle=0$. For $q=h$, let $a=\zeta_i$ and $b=\zeta_j$. Then $\partial\ln a/\partial h=i$, $\partial\ln b/\partial h=j$, and $w=\partial\ln(a+b)/\partial h=(ia+jb)/(a+b)$, which gives
\begin{align}
\partial_h\ln S_{ab}&=\tfrac32\bigl[\tfrac12(i+j)-w\bigr],\\
\partial_h\ln T_{ab}&=i+j-w+\partial_h\ln S_{ab},\\
\partial_h\ln|V_{ab}|&=\tfrac12w+\partial_h\ln S_{ab}.
\end{align}

For each $n$ from 2 to 12 the lowest point of a $25\times25$ grid in $\ln\alpha$ and $h$ was taken as the start. Newton steps on $\ln\Delta E$ with these derivatives, in 40-digit arithmetic, then located the minimum.

\subsection{The case $n=2$ by hand}

The optimum is $\alpha=0.20153$, $\beta=6.6119$, so the exponents are $0.20153$ and $1.33250$. The matrix elements of $S$ and $H=T+V$ are
\begin{align}
S_{12}&=(1.03642/1.53403)^{3/2}=0.55533,\\
H_{11}&=0.30230-0.71637=-0.41408,\\
H_{22}&=1.99875-1.84206=0.15669,\\
H_{12}&=0.29164-0.77611=-0.48447 .
\end{align}
The condition $(H_{11}-E)(H_{22}-E)=(H_{12}-ES_{12})^2$ becomes
\begin{equation}
0.69161\,E^2-0.28069\,E-0.29959=0,
\end{equation}
whose lower root is
\begin{equation}
E=\frac{0.28069-\sqrt{0.07879+0.82881}}{1.38322}=-0.4858 .
\end{equation}
The error is $0.0142\,E_h$.

\subsection{Results}

\begin{center}
\begin{tabular}{rcccc}
$n$ & $\alpha\,(a_0^{-2})$ & $\beta$ & $\ln\ln\beta$ & $\Delta E\,(E_h)$\\
2 & 0.2015 & 6.612 & $+0.6360$ & $1.419\times10^{-2}$\\
3 & 0.1630 & 4.881 & $+0.4608$ & $4.157\times10^{-3}$\\
4 & 0.1348 & 4.074 & $+0.3398$ & $1.248\times10^{-3}$\\
5 & 0.1176 & 3.582 & $+0.2437$ & $4.373\times10^{-4}$\\
6 & 0.1042 & 3.258 & $+0.1664$ & $1.595\times10^{-4}$\\
7 & 0.0945 & 3.021 & $+0.1005$ & $6.283\times10^{-5}$\\
8 & 0.0865 & 2.844 & $+0.0441$ & $2.571\times10^{-5}$\\
9 & 0.0802 & 2.703 & $-0.0058$ & $1.102\times10^{-5}$\\
10 & 0.0748 & 2.589 & $-0.0500$ & $4.888\times10^{-6}$\\
11 & 0.0703 & 2.494 & $-0.0902$ & $2.241\times10^{-6}$\\
12 & 0.0663 & 2.413 & $-0.1267$ & $1.061\times10^{-6}$
\end{tabular}
\end{center}
For $n=12$, in SI units, $\alpha=2.369\times10^{19}\,\mathrm{m^{-2}}$, $E=-2.18\times10^{-18}\,\mathrm J$ and $\Delta E=4.626\times10^{-24}\,\mathrm J$.

An unweighted least-squares line through the eleven points is
\begin{equation}
\ln\ln\beta=-0.4254\,\ln n+0.9292 ,\label{fit}
\end{equation}
with a largest residual of $0.0016$. The residuals exceed the error of the optimization, so the rule is not an identity. As an interpolation it is very good. If $\beta$ is taken from (\ref{fit}) and $\alpha$ is optimized again, $\Delta E$ grows by at most about $0.02\%$ of its value. The loss is small because $E$ is stationary at the optimum, so a small error in $\beta$ enters quadratically.

\section{Comparison}

\subsection{What the estimate gets right}

The estimate predicts a spacing that shrinks as a power of $n$ and an error exponential in $\sqrt n$. At $n=12$ it gives $\ln\beta=1.047$, while the optimum is $0.881$, so it is 19\% too large. Between $n=6$ and $n=12$ the error falls at the rate
\begin{equation}
\frac{\ln(1.061\times10^{-6}/1.595\times10^{-4})}{\sqrt{12}-\sqrt6}
=\frac{-5.013}{1.0146}=-4.94,
\end{equation}
compared with $-\pi\sqrt3=-5.44$.

The two error laws can be examined separately by diagonalizing in larger bases with fixed $\alpha$ and $\beta$. With $h=0.5$ and $\alpha=0.01$, raising $n$ from 29 to 33 changes $\Delta E$ as the power $-1.499$ of the largest exponent, in agreement with (\ref{cusp}). For the spacing error, exponent ranges wide enough to make the cut-off errors small were used at $h=1$ and $h=0.75$, with $\Delta E$ averaged over two positions of the lattice. The slope of $\ln\Delta E$ against $1/h$ is $-16.95$, whereas the exponential in (\ref{spacing}) alone gives $-2\pi^2=-19.7$. A prefactor $h^{-p}$ would add $p\ln(4/3)/(1/3)=0.863\,p$ to the slope, so $p\approx3.2$ would account for the difference. The slope still depends on the lattice positions and on the range. Other pairs of positions give values from $-16.9$ to $-17.1$, and an average over eight positions moves from $-17.0$ to $-17.1$ ($p\approx3.05$) when the exponent ranges are widened, so only $p\approx3$ is indicated. That a single power describes the prefactor is a conjecture.

\subsection{Why the fitted slope differs from $-1/2$}

Prefactors, the value of $\ln\alpha$ and the replacement of $n-1$ by $n$ all correct the balance of exponents. Collect them in a quantity $L(n)$, defined at the true optimum by
\begin{equation}
X+hL=2\pi^2,\qquad X=\tfrac32nh^2 .\label{L}
\end{equation}
The estimate (\ref{estimate}) is the case $L=0$. Write $s=d\ln h/d\ln n$ for the local slope, treating $n$ as continuous, and $L'=dL/d\ln n$. Differentiating (\ref{L}) with respect to $\ln n$,
\begin{equation}
X(1+2s)+hLs+hL'=0 .
\end{equation}
Inserting $hL=2\pi^2-X$ and solving for $s$,
\begin{equation}
s=-\frac{X+hL'}{X+2\pi^2}.\label{slope}
\end{equation}
The slope tends to $-\tfrac12$ when $hL$ and $hL'$ tend to zero, for then $X\to2\pi^2$. If $L$ grows no faster than $\ln n$, the relative correction to $h$ is of order $\ln n/\sqrt n$, which decays slowly.

Because $L$ is defined from the optimal $h$, (\ref{slope}) is an identity: it splits the observed slope into two parts but does not predict it. The table supplies the terms. At $n=4$, $X=6\times1.4047^2=11.84$. The values $L=5.32$ at $n=3$ and $5.90$ at $n=5$ give $L'\approx0.58/\ln(5/3)=1.14$, hence $hL'\approx1.60$. At $n=11$, $X=13.78$, and the values of $L$ at $n=10$ and $12$ give $hL'\approx0.31$. Equation (\ref{slope}) yields
\begin{equation}
s(4)\approx-\frac{13.44}{31.58}=-0.426,\qquad
s(11)\approx-\frac{14.09}{33.52}=-0.420 .
\end{equation}
Thus $X$ rises while $hL'$ falls, and the two changes nearly cancel in the slope. The line looks straight over this range although neither contribution is constant. The scaling argument does not require this cancellation to persist.

\subsection{Beyond the fitted range}

Two larger sets were optimized from extrapolated starting values, without a grid scan. They are therefore local minima, and lower ones are not excluded. At $n=16$ the result is $\beta=2.180$, and the line (\ref{fit}) gives $2.178$. At $n=32$ the result is $\beta=1.768$, and the line gives $1.786$. The mean slope between these two sizes is $-0.452$, compared with $-0.423$ between $n=6$ and $n=12$. The mean lies nearer to $-\tfrac12$, but the change is not steady. The slope from $n=12$ to $16$ is $-0.426$, and a minimum at $n=24$ with $\beta=1.904$ gives $-0.471$ from $16$ to $24$ and $-0.426$ from $24$ to $32$. These sizes therefore do not demonstrate the limit. The optimal $\alpha$ also falls by a factor $0.49$ from $n=16$ to $32$, against $0.63$ from $8$ to $16$, and the fall is uneven. The minima found have $\alpha=0.0384$, $0.0279$, $0.0269$ and $0.0250$ at $n=24$, $28$, $32$ and $40$. The slope of $\ln\ln\beta$ is only $-0.39$ across the drop from $24$ to $28$, and $-0.47$ from $28$ to $32$ and from $32$ to $40$. The leading estimate does not explain this.

For $n=2$ to $12$, then, (\ref{fit}) is a reliable way to choose $\beta$ for the ground-state energy of the isolated hydrogen atom. For a one-electron ion of charge $Z$, measuring $r$ in $a_0/Z$ shows that $\beta$ is unchanged and $\alpha$ is multiplied by $Z^2$. The fit is tied to this state, this property and this range. In the optimal set for $n=12$ the density at the nucleus is $1.8\%$ too low and the 2s energy is in error by $0.038\,E_h$, and optimizing for the 2s energy gives $\beta\approx2.30$ instead of $2.41$. Molecules and many-electron atoms were not examined. The slope $-0.425$ should not be read as an asymptotic exponent.

All numerical values are calculated from the stated model.
